# Trapezoidal quadrature of the resolvent on a circle: the half-step offset

## Question

I want the density matrix of a gapped system without diagonalizing the Hamiltonian, by integrating the resolvent around the occupied levels:

$$
P=\frac{1}{2\pi i}\oint \frac{dz}{z-H}.
$$

The contour is a circle with real centre $c$ and radius $r$, run counterclockwise. An exercise asks me to show that the $N$-point trapezoidal rule on this circle replaces the sharp projector by the rational filter

$$
\frac{1}{1+\left(\dfrac{x-c}{r}\right)^{N}},
$$

where $x$ is an eigenvalue of $H$. I can't prove it, and my numbers disagree with it.

My test case is a tight-binding ring of 20 two-site cells, with hopping 2.5 eV inside a cell and 1.5 eV between cells. The lower band runs from $-4$ to $-1$ eV and is full; the upper band starts at $+1$ eV. I used $c=-2.5$ eV, $r=2.2913$ eV and four nodes at the angles $0,\ \pi/2,\ \pi,\ 3\pi/2$. At $x=-1$ eV the quadrature gives 1.225, while the filter gives 0.845. The exact integral is 1.

Where is my mistake? And once the formula is settled, how should I choose $c$, $r$ and $N$? The radius above was a suggestion I do not understand.

## Answer

Your arithmetic is right. The exercise leaves out a condition: the result of the trapezoidal rule depends on where the first node sits. Your nodes start on the real axis, and the stated filter belongs to nodes shifted by half a step. It is easiest to see this by keeping the starting angle free.

### The quadrature sum

Parametrize the circle by $z=c+re^{i\theta}$, so that $dz=ire^{i\theta}d\theta$. The integrand is periodic in $\theta$. The two end points of the trapezoidal rule, each with half weight, are therefore the same point of the circle and merge into one node of full weight. All $N$ nodes carry the weight $2\pi/N$. With

$$
\theta_k=\varphi+\frac{2\pi k}{N},\qquad w_k=e^{i\theta_k},\qquad z_k=c+rw_k,\qquad k=0,\dots,N-1,
$$

the rule gives, for a number $x$ in place of $H$,

$$
F_N(x)=\frac{1}{2\pi i}\sum_k\frac{2\pi}{N}\,\frac{irw_k}{c+rw_k-x}
=\frac1N\sum_k\frac{rw_k}{c+rw_k-x}.
$$

Divide numerator and denominator by $r$ and define $u=(x-c)/r$:

$$
F_N(x)=\frac1N\sum_{k=0}^{N-1}\frac{w_k}{w_k-u}.
$$

The circle is now the unit circle, and $|u|<1$ means that $x$ lies inside.

### Summing it in closed form

Every node has the same $N$-th power, because $e^{2\pi i k}=1$:

$$
w_k^N=e^{iN\varphi}\equiv s .
$$

The $N$ numbers $w_k$ are distinct, and each is a zero of the polynomial $p(u)=u^N-s$. A polynomial of degree $N$ has no more than $N$ zeros, and the leading coefficient of $p$ is 1, so

$$
p(u)=u^N-s=\prod_{k=0}^{N-1}(u-w_k).
$$

Differentiating the product removes one factor at a time. Dividing by $p$ then gives

$$
\sum_k\frac{1}{u-w_k}=\frac{p'(u)}{p(u)}=\frac{Nu^{N-1}}{u^N-s}.
$$

To bring the quadrature sum into this form, write $w_k=(w_k-u)+u$ in the numerator:

$$
\frac{w_k}{w_k-u}=1+\frac{u}{w_k-u}=1-\frac{u}{u-w_k}.
$$

Sum over $k$ and divide by $N$. The ones add up to $N/N=1$, and

$$
F_N=1-\frac{u}{N}\,\frac{Nu^{N-1}}{u^N-s}
=\frac{(u^N-s)-u^N}{u^N-s}
=\frac{-s}{u^N-s}
=\frac{1}{1-u^N/s}.
$$

No approximation was made. The identity holds for every real or complex $x$ that is not itself a node.

### What the starting angle does

With your choice $\varphi=0$ we have $s=1$, and the rule gives $1/(1-u^N)$. With the half-step offset $\varphi=\pi/N$ we have $s=e^{i\pi}=-1$, and

$$
\boxed{F_N(x)=\frac{1}{1+\left(\dfrac{x-c}{r}\right)^N},\qquad \theta_k=\frac{(2k+1)\pi}{N}}
$$

Both are legitimate quadratures of the same integral. As $N\to\infty$, $u^N\to0$ inside the circle and $|u|^N\to\infty$ outside, so both tend to 1 inside and to 0 outside. They differ at finite $N$, most of all near the circle.

The half-step grid is singled out by two requirements on the real axis, where the eigenvalues lie.

- **The filter should be real.** For real $u\neq0$, $1-u^N/s$ is real only if $s$ is real. Since $|s|=1$, this leaves $s=\pm1$.
- **It should have no real pole.** For $s=1$ the denominator vanishes at $u=1$, so there is a pole at $x=c+r$, between the occupied and the empty levels; for even $N$ it also vanishes at $u=-1$, which gives a second pole at $x=c-r$. For $s=-1$ a real pole needs $u^N=-1$. This has no real solution for even $N$, but for odd $N$ it has the solution $u=-1$, that is $x=c-r$.

So take the half-step offset and an even $N$. Then $u^N\ge0$ on the real axis, and $0<F_N\le1$, as suits an occupation number. I assume both from here on.

### Your four-node case

At $x=-1$ eV, $u=1.5/2.2913=0.6547$, so $u^2=0.4286$ and $u^4=0.1837$. Your grid must give $1/(1-0.1837)=1.225$, which is what you found.

For the shifted grid the nodes are at $45^\circ,135^\circ,225^\circ,315^\circ$, and each term is $(rw_k/4)/(z_k-x)$. The two nodes in the upper half-plane give

| node (eV) | weight $rw_k/4$ (eV) | term |
|---|---|---|
| $-0.8798+1.6202i$ | $0.4050+0.4050i$ | $0.2671-0.2302i$ |
| $-4.1202+1.6202i$ | $-0.4050+0.4050i$ | $0.1553-0.0492i$ |

The two lower nodes give the complex conjugates. The imaginary parts cancel, and the sum is

$$
2\,(0.2671+0.1553)=0.8448,
$$

in agreement with $1/(1+0.1837)=0.8448$. At the bottom of the upper band, $x=+1$ eV, the same rule gives 0.1552. Four nodes are thus a crude projector: the highest filled level has lost about 16% of its occupation, and the lowest empty level has gained as much.

### From numbers to matrices

Let $H$ be Hermitian with eigenvalues $\varepsilon_n$ and orthonormal eigenvectors $|n\rangle$. For even $N$ no node is real, so every resolvent exists:

$$
(z_k-H)^{-1}=\sum_n\frac{|n\rangle\langle n|}{z_k-\varepsilon_n}.
$$

Multiplying by $rw_k/N$ and summing over $k$ puts $F_N(\varepsilon_n)$ in front of each $|n\rangle\langle n|$. Hence

$$
P_N\equiv\frac1N\sum_k rw_k\,(z_k-H)^{-1}
=\left[1+\left(\frac{H-c}{r}\right)^N\right]^{-1}.
$$

The eigenvectors serve the proof; once $c$, $r$ and $N$ are fixed, the computation needs resolvents alone. Fixing them, as shown below, needs estimates of the band edges.

Half of them suffice. Since $\theta_{N-1-k}=2\pi-\theta_k$, the nodes come in conjugate pairs. For real symmetric $H$, the resolvent at $z_k^*$ is the complex conjugate of the one at $z_k$, so each pair adds up to twice a real part:

$$
P_N=\frac2N\,\mathrm{Re}\sum_{k=0}^{N/2-1}rw_k\,(z_k-H)^{-1}.
$$

### How sharp the filter is

At $x=c\pm r$ we have $u^N=1$ and $F_N=\tfrac12$, whatever $N$ is. The slope follows from the chain rule with $du/dx=1/r$:

$$
F_N'(x)=-\frac{N}{r}\,\frac{u^{N-1}}{(1+u^N)^2},
\qquad F_N'(c+r)=-\frac{N}{4r}.
$$

For $N=16$ and your radius this is $-16/(4\times2.2913\ \text{eV})=-1.746$ per eV. A Fermi function has the slope $-1/(4k_BT)$ at its chemical potential, so at the upper edge the filter is as steep as a Fermi function with $k_BT=r/N$. A level close to $c\pm r$ is left with a fractional occupation.

The deviations from the ideal values are

$$
1-F_N=\frac{|u|^N}{1+|u|^N}\ \text{(inside)},\qquad
F_N=\frac{|u|^{-N}}{1+|u|^{-N}}\ \text{(outside)}.
$$

Both have the form $h(y)=y^N/(1+y^N)$, which increases with $y\ge0$. Inside, $y=|u|$; outside, $y=1/|u|$.

### Choosing the circle

Let $E_1$ and $E_2$ be the lowest and highest occupied levels and $E_3$ the lowest empty one, with $E_1<E_2<E_3$ and no level below $E_1$. Define

$$
W=\frac{E_2-E_1}{2},\qquad g=E_3-E_2 .
$$

First fix $c$. Let $A$ be the largest distance from $c$ to an occupied level and $B$ the smallest distance to an empty one. The worst deviation is $h(y)$ with $y=\max(A/r,\ r/B)$. The first entry falls with $r$ and the second rises, so the maximum is smallest where they are equal:

$$
\frac Ar=\frac rB\quad\Rightarrow\quad r=\sqrt{AB},\qquad y=\sqrt{A/B}.
$$

Now vary $c$ to make $B/A$ as large as possible. A centre at or above $E_3$ is useless, since $E_1$ is then farther away than $E_3$ and $B/A<1$. For $c<E_3$ we have $B=E_3-c$, and there are two cases.

- If $c$ is at or above the midpoint $(E_1+E_2)/2$, the farthest occupied level is $E_1$. Then $B/A=(E_3-c)/(c-E_1)$, which falls as $c$ increases.
- If $c$ is at or below the midpoint, the farthest one is $E_2$. Then $B/A=(E_2-c+g)/(E_2-c)=1+g/(E_2-c)$, which rises as $c$ increases.

The maximum is therefore at the midpoint, where $A=W$ and $B=W+g$:

$$
c=\frac{E_1+E_2}{2},\qquad r=\sqrt{W(W+g)} .
$$

In your model $W=1.5$ eV and $g=2$ eV, so $c=-2.5$ eV and $r=\sqrt{1.5\times3.5}=2.2913$ eV. This is the radius you were given. The circle crosses the real axis at $c+r=-0.209$ eV, inside the gap but below its middle. The geometric mean appears because the filter responds to ratios of distances from $c$, not to their differences.

A direct scan over centres and radii with $N=8$ supports this. Its smallest worst-case deviation is 0.0336, at $c=-2.50$ eV and $r=2.30$ eV. The formula gives 0.0326; the scan stays slightly above it because its grid does not contain the radius 2.2913 eV.

### Choosing N

For the best circle $y^2=W/(W+g)\equiv q$, so the worst deviation is $q^{N/2}/(1+q^{N/2})$. Require this to be at most $\epsilon$, with $\epsilon<\tfrac12$. Taking reciprocals reverses the inequality:

$$
q^{-N/2}+1\ge\frac1\epsilon
\quad\Rightarrow\quad
\frac N2\ln\frac1q\ge\ln\!\left(\frac1\epsilon-1\right).
$$

Since $1/q=1+g/W$,

$$
N\ge\frac{2\ln(1/\epsilon-1)}{\ln(1+g/W)},
$$

rounded up to an even integer. For $\epsilon=10^{-6}$ and $g/W=4/3$ the right-hand side is 32.6. You need $N=34$, which means 17 resolvents.

Accuracy is cheap, since $N$ grows with the logarithm of $1/\epsilon$. With equally spaced nodes on a circle, a small gap is expensive: for $g\ll W$, $\ln(1+g/W)\approx g/W$, and for small $\epsilon$

$$
N\approx\frac{2W}{g}\ln\frac1\epsilon .
$$

For an infinite metal with a sharp projector, $g\to0$ and the required $N$ diverges; in a finite system $g$ is the spacing between the highest filled and the lowest empty level.

This cost belongs to the circle, which is optimal here only among circles with equally spaced nodes. Other rational filters need fewer poles. For your bands take $M(x)=(x+a)/(x-a)$ with $a=2$ eV. Then $|M|\le1/3$ on the lower band and $|M|\ge3$ on the upper band. The filter $1/(1+M^N)$, which is a constant plus $N$ simple poles on the imaginary axis, reaches $\epsilon=10^{-6}$ for $N\ge\ln(1/\epsilon-1)/\ln3=12.6$, that is with $N=14$ instead of 34.

The node count also assumes the true band edges. If the circle is built with $E_1=-3.5$ eV in place of $-4$ eV, then $c=-2.25$ eV and $r=2.016$ eV, the lowest level has $|u|=0.868$, and at $N=34$ its occupation is off by $8\times10^{-3}$. Use a safe lower bound for $E_1$.

### The whole ring

The ring has 40 sites and, with two electrons in each of the 20 lower levels, 40 electrons. Diagonalization gives a band energy (the sum of occupied level energies, counted twice for spin) of $-109.22384$ eV. The density matrix built from $N/2$ resolvents deviates from this reference as follows. The projector error is the spectral norm of $P_N-P$, which is the largest deviation of any occupation.

| $N$ | projector error | error in electron number | error in band energy (eV) |
|---|---|---|---|
| 8 | $3.26\times10^{-2}$ | $-0.113$ | $1.34$ |
| 16 | $1.14\times10^{-3}$ | $-3.64\times10^{-3}$ | $3.10\times10^{-2}$ |
| 34 | $5.55\times10^{-7}$ | $-1.48\times10^{-6}$ | $1.04\times10^{-5}$ |

The projector error follows $q^{N/2}/(1+q^{N/2})$. For $N=8$, $q^4=(3/7)^4=0.0337$, and $0.0337/1.0337=0.0326$.

The electron number comes out too small in all three rows: the filled levels lose more than the empty levels gain. The largest deviation occurs at both ends of the filled band, which are equally far from $c$, but in the upper band it occurs at the lower end alone. Because the electron number is off, the error in band energy depends on the zero of energy, which here lies at midgap. Shifting all levels by $\Delta$ adds $\Delta$ times the error in electron number; for $N=8$ and $\Delta=10$ eV, 1.34 eV becomes 0.21 eV. Note also that $\epsilon$ limits the error of each occupation, not that of a sum over levels. At $N=34$ the electron number is off by $1.5\times10^{-6}$, although no single occupation is off by more than $5.6\times10^{-7}$.

To repair your code, add $\pi/N$ to every angle and keep $N$ even. The numerical check below covers the identity, the effect of the offset, the choice of circle and the node count.

## Computed results

```
hoppings: 2.5 and 1.5 eV; cells: 20
E1, E2, E3: -4.0000, -1.0000, 1.0000 eV
half-width W: 1.5000 eV; gap g: 2.0000 eV
centre c: -2.5000 eV; radius r: 2.291288 eV
q = W/(W+g): 0.428571
u at E2: 0.654654; u at E3: 1.527525
N = 4, terms of the sum at x = E2 (dimensionless):
 k=0 node -0.87981+1.62019j eV, weight 0.40505+0.40505j eV
     term 0.267075-0.230188j
 k=1 node -4.12019+1.62019j eV, weight -0.40505+0.40505j eV
     term 0.155338-0.049154j
 k=2 node -4.12019-1.62019j eV, weight -0.40505-0.40505j eV
     term 0.155338+0.049154j
 k=3 node -0.87981-1.62019j eV, weight 0.40505-0.40505j eV
     term 0.267075+0.230188j
N = 4 sum at E2: 0.844828
N = 4 closed form at E2: 0.844828
N = 4 sum at E3: 0.155172
N = 4 sum at E2 with zero offset: 1.225000
slope at c + r for N = 16: -1.74574 per eV
scan, N = 8: least error 0.033607
  at c = -2.500 eV, r = 2.300 eV
formula, N = 8: least error 0.032635
allowed error eps: 1e-06
node bound before rounding: 32.611
smallest even N: 34; resolvents: 17
exact electron number: 40
exact band energy: -109.22383918 eV
N = 8: projector error (2-norm) 3.2635e-02
  electron number error -1.1335e-01
  band energy -107.88194776 eV, error 1.3419e+00 eV
N = 16: projector error (2-norm) 1.1368e-03
  electron number error -3.6410e-03
  band energy -109.19286105 eV, error 3.0978e-02 eV
N = 34: projector error (2-norm) 5.5513e-07
  electron number error -1.4814e-06
  band energy -109.22382879 eV, error 1.0386e-05 eV
```
